# Polar-Optical Phonon Absorption and Emission Rates for Parabolic Electrons: test program

```python
"""Polar-optical phonon scattering of electrons in a parabolic band.

Result under test (E = electron energy above the band edge):
  W_abs = 2 alpha w N     sqrt(hw/E) arsinh(sqrt(E/hw))
  W_em  = 2 alpha w (N+1) sqrt(hw/E) arsinh(sqrt(E/hw - 1)),  E > hw, else 0
w = phonon angular frequency, hw = phonon energy, N = Bose occupation,
alpha = e^2/(4 pi hbar) (1/eps_inf - 1/eps_s) sqrt(m/(2 hw)), SI units.
The example uses rough gallium nitride parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammaincc

hbar, e, kB, m0, eps0 = sc.hbar, sc.e, sc.k, sc.m_e, sc.epsilon_0
meV = 1e-3 * e

# Rough gallium nitride inputs
mass_ratio, phonon_meV, eps_s, eps_inf, T = 0.20, 92.0, 8.9, 5.35, 300.0
gap_eV, lattice_c_nm = 3.4, 0.52
m = mass_ratio * m0
hw = phonon_meV * meV
w = hw / hbar
inv_eps = (1 / eps_inf - 1 / eps_s) / eps0
alpha = e**2 / (4 * np.pi * hbar) * inv_eps * np.sqrt(m / (2 * hw))
k0 = np.sqrt(2 * m * w / hbar)
coupling = e**2 * hw * inv_eps / 2      # volume * |M_q|^2 * q^2


def bose(temp):
    return 1 / np.expm1(hw / (kB * temp))


def phonon_factor(sign, temp):
    """sign = +1 for absorption, -1 for emission."""
    return bose(temp) + (0 if sign > 0 else 1)


def formula_rate(E, sign, temp=T):
    x = E / hw
    y = x if sign > 0 else x - 1
    if y <= 0:
        return 0.0
    return (2 * alpha * w * phonon_factor(sign, temp)
            * np.arcsinh(np.sqrt(y)) / np.sqrt(x))


mu, mu_weight = np.polynomial.legendre.leggauss(200)
mu_b, weight_b = np.polynomial.legendre.leggauss(80)


def shell_rate(E, sign, mass=m, nonpar=0.0, q_screen=0.0):
    """Golden rule by angular quadrature over the final energy shell.
    nonpar: E(1 + nonpar E) = hbar^2 k^2/(2 mass); q_screen: static screening."""
    Ef = E + sign * hw
    if Ef <= 0:
        return 0.0
    k = np.sqrt(2 * mass * E * (1 + nonpar * E)) / hbar
    kf = np.sqrt(2 * mass * Ef * (1 + nonpar * Ef)) / hbar
    q2 = k**2 + kf**2 - 2 * k * kf * mu
    strength = coupling * q2 / (q2 + q_screen**2)**2
    density = kf * mass * (1 + 2 * nonpar * Ef) / hbar**2 / (4 * np.pi**2)
    return (2 * np.pi / hbar * density * phonon_factor(sign, T)
            * np.sum(mu_weight * strength))


def broadened_rate(E, sign, width=0.01):
    """Golden rule over all final wavevectors, delta function -> Gaussian."""
    k = np.sqrt(2 * m * E) / hbar
    kf = np.linspace(0, 3 * k0, 30001)
    mismatch = (hbar**2 * kf**2 / (2 * m) - E - sign * hw) / hw
    delta = np.exp(-0.5 * (mismatch / width)**2)
    delta /= np.sqrt(2 * np.pi) * width * hw
    q2 = k**2 + kf[:, None]**2 - 2 * k * kf[:, None] * mu_b
    angular = (coupling / q2) @ weight_b
    total = np.sum(kf**2 * delta * angular) * (kf[1] - kf[0]) / (4 * np.pi**2)
    return 2 * np.pi / hbar * phonon_factor(sign, T) * total


# Coupling, part 1: every level of a displaced oscillator shifts equally
size, g, phase = 60, 0.3, 1.1
lower = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
c = g * (1 + np.exp(1j * phase))
levels = np.linalg.eigvalsh(np.diag(np.arange(size)) + c * lower
                            + np.conj(c) * lower.conj().T)
assert np.allclose(levels[:4], np.arange(4) - g**2 * (2 + 2 * np.cos(phase)),
                   atol=1e-9)

# Coupling, part 2: mode sum gives the lattice part of the Coulomb energy
r = 5e-9
sine_integral = (quad(lambda u: np.sinc(u / np.pi), 0, np.pi)[0]
                 + quad(lambda u: 1 / u, np.pi, np.inf, weight='sin', wvar=1)[0])
lattice_energy = -2 * coupling / hw * sine_integral / (2 * np.pi**2 * r)
coulomb_change = e**2 / (4 * np.pi * eps0 * r) * (1 / eps_s - 1 / eps_inf)
assert abs(lattice_energy / coulomb_change - 1) < 1e-6

# Coupling, part 3: weight of the loss peak of a weakly damped polar dielectric
wt2, damping = eps_inf / eps_s, 1e-3     # frequencies in units of w


def loss(v):
    eps = eps_inf + (eps_s - eps_inf) * wt2 / (wt2 - v**2 - 1j * damping * v)
    return (-1 / eps).imag


loss_weight = (quad(loss, 0, 3, points=[0.98, 1.0, 1.02], limit=400)[0]
               + quad(loss, 3, np.inf)[0]) / np.pi
# finite damping changes the weight by a relative amount of order damping
assert abs(loss_weight / (0.5 * (1 / eps_inf - 1 / eps_s)) - 1) < 1e-3

# Rates against the two direct golden-rule evaluations
worst = 0.0
for x, sign in [(0.25, 1), (1.5, 1), (4.0, 1), (1.5, -1), (4.0, -1)]:
    exact = formula_rate(x * hw, sign)
    worst = max(worst, abs(broadened_rate(x * hw, sign) / exact - 1))
    assert abs(shell_rate(x * hw, sign) / exact - 1) < 1e-8
assert worst < 5e-4                      # error is second order in the width
below = broadened_rate(0.9 * hw, -1) / (2 * alpha * w)
assert below < 1e-12

# Limits: zero-energy absorption and square-root emission onset
N = bose(T)
assert abs(shell_rate(1e-5 * hw, 1) / (2 * alpha * w * N) - 1) < 1e-4
onset = 2 * alpha * w * (N + 1) * np.sqrt(1e-4)
assert abs(shell_rate(1.0001 * hw, -1) / onset - 1) < 1e-3

# Emission maximum
u_peak = brentq(lambda u: u * np.tanh(u) - 1, 0.5, 2)
x_peak = np.cosh(u_peak)**2
search = minimize_scalar(lambda x: -shell_rate(x * hw, -1) / w,
                         bounds=(1.2, 8), method='bounded',
                         options={'xatol': 1e-7})
assert abs(search.x - x_peak) < 1e-4

# Detailed balance of Maxwellian averages
b = hw / (kB * T)
norm = gamma(1.5) / b**1.5
mean_abs = quad(lambda x: np.sqrt(x) * np.exp(-b * x)
                * shell_rate(x * hw, 1) / w, 0, 15, limit=200)[0] * w / norm
mean_em = quad(lambda x: np.sqrt(x) * np.exp(-b * x)
               * formula_rate(x * hw, -1) / w, 1, 16, limit=200)[0] * w / norm
assert abs(mean_abs / mean_em - 1) < 1e-5


# Mean cosine of the scattering angle
def mean_cosine(E, sign):
    x, xf = E / hw, E / hw + sign
    u = np.arcsinh(np.sqrt(min(x, xf)))
    return (x + xf) / (2 * np.sqrt(x * xf)) - 1 / (2 * u)


for E, sign in [(40 * meV, 1), (184 * meV, -1)]:
    x, xf = E / hw, E / hw + sign
    p = mu_weight / (x + xf - 2 * np.sqrt(x * xf) * mu)
    assert abs(np.sum(p * mu) / np.sum(p) - mean_cosine(E, sign)) < 1e-8


# Second-order polaron energy, in units of hw, at small wavevector kappa*k0
def self_energy(kappa):
    inner = lambda q: np.sum(weight_b / (1 + q * q - 2 * q * kappa * mu_b))
    return -alpha / np.pi * quad(inner, 0, np.inf, epsabs=1e-11,
                                 epsrel=1e-11)[0]


shift0 = self_energy(0.0)
curvature = (self_energy(0.1) - shift0) / 0.01
assert abs(shift0 / -alpha - 1) < 1e-7
assert abs(curvature / (-alpha / 6) - 1) < 0.01   # finite-difference error
polaron_mass_change = 1 / (1 + curvature) - 1

# Worked point and sizes of neglected effects
E1 = 184 * meV
k1 = np.sqrt(2 * m * E1) / hbar
kf1 = np.sqrt(2 * m * (E1 - hw)) / hbar
em1, ab1 = formula_rate(E1, -1), formula_rate(E1, 1)
tot1 = em1 + ab1
v1 = hbar * k1 / m
path = v1 / tot1
nonpar = (1 - mass_ratio)**2 / (gap_eV * e)
n = 1e23
q_debye = np.sqrt(n * e**2 / (eps_s * eps0 * kB * T))
plasma = hbar * np.sqrt(n * e**2 / (eps_inf * eps0 * m))
Nc = 2 * (m * kB * T / (2 * np.pi * hbar**2))**1.5
field = 1e6
equal = brentq(lambda d: formula_rate(hw + d * meV, -1)
               - formula_rate(hw + d * meV, 1), 1e-6, 10)


def percent(new):
    return 100 * (new / em1 - 1)


print(f"Effective mass: {mass_ratio:.2f} m0")
print(f"Phonon energy: {phonon_meV:.1f} meV")
print(f"Relative permittivities static, high-freq: {eps_s}, {eps_inf}")
print(f"Temperature: {T:.0f} K; kT = {kB*T/meV:.2f} meV")
print(f"Phonon angular frequency: {w:.4e} 1/s")
print(f"Phonon occupation N: {N:.5f}")
print(f"Coupling constant alpha: {alpha:.4f}")
print(f"Rate scale 2*alpha*w: {2*alpha*w:.4e} 1/s")
print(f"Lattice part of Coulomb energy at 5 nm: {lattice_energy/meV:.2f} meV")
print("E (meV) | absorption | emission | total (1e12 1/s) | lifetime (fs)")
for E_meV in (40, 80, 93, 102, 150, 184, 300, 400):
    A = formula_rate(E_meV * meV, 1)
    B = formula_rate(E_meV * meV, -1)
    print(f"{E_meV:4d} | {A/1e12:.3f} | {B/1e12:.3f} | "
          f"{(A+B)/1e12:.3f} | {1e15/(A+B):.2f}")
print(f"Zero-energy absorption rate: {2*alpha*w*N/1e12:.3f} 1e12/s")
print(f"Emission equals absorption above threshold by: {equal:.4f} meV")
print(f"Peak: u = {u_peak:.5f}, E/hw = {x_peak:.4f}, E = {x_peak*phonon_meV:.1f} meV")
print(f"Peak emission rate: {formula_rate(x_peak*hw, -1)/1e12:.2f} 1e12/s")
print(f"Maxwellian mean absorption: {mean_abs/1e12:.4f} 1e12/s")
print(f"Maxwellian mean emission: {mean_em/1e12:.4f} 1e12/s")
print(f"Electrons above threshold: {100*gammaincc(1.5, b):.2f} %")
print(f"Largest error, broadened golden rule: {worst:.1e} (relative)")
print(f"Emission at 0.9 hw / (2 alpha w), broadened: {below:.1e}")
print("Emission at 184 meV:")
print(f"  k, k': {k1*1e-9:.4f}, {kf1*1e-9:.4f} 1/nm")
print(f"  q_min, q_max: {(k1-kf1)*1e-9:.4f}, {(k1+kf1)*1e-9:.4f} 1/nm")
print(f"  ln(q_max/q_min): {np.log((k1+kf1)/(k1-kf1)):.4f}")
print(f"  arsinh factor: {np.arcsinh(np.sqrt(E1/hw-1)):.4f}")
print(f"  speed: {v1*100:.3e} cm/s; free path: {path*1e9:.2f} nm")
print(f"  mean cosine: {mean_cosine(E1, -1):.3f}")
print(f"Mean cosine, absorption at 40 meV: {mean_cosine(40*meV, 1):.3f}")
print("Neglected effects (emission at 184 meV unless stated):")
print(f"  nonparabolicity {nonpar*e:.3f} 1/eV: {percent(shell_rate(E1, -1, nonpar=nonpar)):+.1f} %")
print(f"  mass larger by 10 %: {percent(shell_rate(E1, -1, mass=1.1*m)):+.1f} %")
print(f"  static screening, 1e17 cm^-3: {percent(shell_rate(E1, -1, q_screen=q_debye)):+.1f} %")
print(f"  plasma energy, 1e17 cm^-3: {plasma/meV:.1f} meV")
print(f"  band-edge filling n/Nc, 1e17 cm^-3: {100*n/Nc:.1f} %")
print(f"  N at 450 K: {bose(450):.4f}; ratio to 300 K: {bose(450)/N:.2f}")
print(f"  total rate change at 450 K: {100*((formula_rate(E1,1,450)+formula_rate(E1,-1,450))/tot1-1):+.1f} %")
print(f"  energy gain per free path, 10 kV/cm: {e*field*path/meV:.1f} meV")
print(f"  q_max / (pi/c), c = {lattice_c_nm} nm: {(k1+kf1)*lattice_c_nm*1e-9/np.pi:.2f}")
print(f"  lifetime width hbar*W: {hbar*tot1/meV:.1f} meV")
print(f"  lifetime width / phonon energy: {hbar*tot1/hw:.2f}")
print(f"  width hbar*W at band edge: {hbar*2*alpha*w*N/meV:.2f} meV")
print(f"  polaron energy shift: {shift0*phonon_meV:.1f} meV")
print(f"  polaron mass change: {100*polaron_mass_change:+.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Effective mass: 0.20 m0
Phonon energy: 92.0 meV
Relative permittivities static, high-freq: 8.9, 5.35
Temperature: 300 K; kT = 25.85 meV
Phonon angular frequency: 1.3977e+14 1/s
Phonon occupation N: 0.02931
Coupling constant alpha: 0.4055
Rate scale 2*alpha*w: 1.1335e+14 1/s
Lattice part of Coulomb energy at 5 nm: -21.47 meV
E (meV) | absorption | emission | total (1e12 1/s) | lifetime (fs)
  40 | 3.119 | 0.000 | 3.119 | 320.60
  80 | 2.967 | 0.000 | 2.967 | 337.02
  93 | 2.925 | 12.076 | 15.001 | 66.66
 102 | 2.897 | 35.900 | 38.797 | 25.77
 150 | 2.769 | 66.516 | 69.286 | 14.43
 184 | 2.693 | 72.713 | 75.405 | 13.26
 300 | 2.490 | 77.323 | 79.813 | 12.53
 400 | 2.360 | 76.364 | 78.724 | 12.70
Zero-energy absorption rate: 3.322 1e12/s
Emission equals absorption above threshold by: 0.0580 meV
Peak: u = 1.19968, E/hw = 3.2767, E = 301.5 meV
Peak emission rate: 77.32 1e12/s
Maxwellian mean absorption: 3.1380 1e12/s
Maxwellian mean emission: 3.1380 1e12/s
Electrons above threshold: 6.82 %
Largest error, broadened golden rule: 3.3e-05 (relative)
Emission at 0.9 hw / (2 alpha w), broadened: 2.4e-25
Emission at 184 meV:
  k, k': 0.9828, 0.6949 1/nm
  q_min, q_max: 0.2879, 1.6777 1/nm
  ln(q_max/q_min): 1.7627
  arsinh factor: 0.8814
  speed: 5.689e+07 cm/s; free path: 7.54 nm
  mean cosine: 0.493
Mean cosine, absorption at 40 meV: 0.376
Neglected effects (emission at 184 meV unless stated):
  nonparabolicity 0.188 1/eV: +0.4 %
  mass larger by 10 %: +4.9 %
  static screening, 1e17 cm^-3: -4.9 %
  plasma energy, 1e17 cm^-3: 11.4 meV
  band-edge filling n/Nc, 1e17 cm^-3: 4.5 %
  N at 450 K: 0.1028; ratio to 300 K: 3.51
  total rate change at 450 K: +15.8 %
  energy gain per free path, 10 kV/cm: 7.5 meV
  q_max / (pi/c), c = 0.52 nm: 0.28
  lifetime width hbar*W: 49.6 meV
  lifetime width / phonon energy: 0.54
  width hbar*W at band edge: 2.19 meV
  polaron energy shift: -37.3 meV
  polaron mass change: +7.3 %
ALL CHECKS PASSED
```
